Velocity Verlet for harmonic vibrations: frequency, stability and temperature

A molecular-dynamics run of a crystal computes the forces, moves the atoms through a short time step, and repeats. Near equilibrium the atoms vibrate in normal modes, and the run is used to read off their frequencies and temperature. The finite step shifts the frequencies and makes two common measures of temperature disagree. For harmonic forces and the velocity Verlet method, both effects can be found in closed form.

**Setting and assumptions**

The algebra holds in any consistent units; the worked example uses eV, Å and fs and quotes frequencies as ħω. Temperatures are written as energies: T stands for Boltzmann's constant times the absolute temperature. The nuclei are classical. Atomic displacements x_i from equilibrium, with masses m_i, have the potential energy

U = ½ Σ_ik x_i Φ_ik x_k,  F_i = −Σ_k Φ_ik x_k,

where Φ is constant, symmetric and has no negative eigenvalue. One step of fixed length h is a half kick, a drift and a second half kick:

v_i,½ = v_i + (h/2) F_i(x)/m_i
x_i′ = x_i + h v_i,½
v_i′ = v_i,½ + (h/2) F_i(x′)/m_i.

A prime marks the value after the step. Uniform translation has zero frequency and no restoring force; it is removed by setting the total momentum and the displacement of the centre of mass, Σ_i m_i x_i/Σ_i m_i, to zero. All other modes are taken to have ω > 0. For each of them define

a = ωh,  r = 1 − a²/4.

The kinetic temperature of a mode is twice its mean kinetic energy, and its configurational temperature is twice its mean potential energy. In classical equilibrium with harmonic forces both equal T.

**Theorem**

(i) For 0 < a < 2 the sampled mode is a sinusoid of frequency

Ω = (2/h) arcsin(ωh/2),

which is larger than ω.

(ii) The vibrations stay bounded for every initial condition if and only if ωh < 2 for every mode.

(iii) The shadow energy

E_s = K + U − (h²/8) Σ_i F_i²/m_i

is conserved, where K is the kinetic energy at full steps.

(iv) For 0 < a < 2, long-time averages of each excited mode obey

T_kin/T_conf = 1 − (ωh/2)².

How T_kin compares with a temperature that was aimed at depends also on how the run was prepared; two preparations are worked out below.

**Lemma 1: the modes are stepped independently**

Let e_ij be the orthonormal eigenvectors of the mass-weighted force-constant matrix:

Σ_k Φ_ik e_kj/√(m_i m_k) = ω_j² e_ij.

Define mode coordinates and momenta by

x_i = Σ_j e_ij q_j/√m_i,  v_i = Σ_j e_ij p_j/√m_i.

Proof. Inserting x into the force and using the eigenvalue equation gives

F_i/√m_i = −Σ_j ω_j² e_ij q_j.

Multiply each line of the Verlet step by √m_i e_ij and sum over i. Orthonormality picks out one mode, and its index can be dropped:

p_½ = p − (h/2)ω²q
q′ = q + h p_½
p′ = p_½ − (h/2)ω²q′.

No other mode appears. Orthonormality also gives K = ½Σp² and U = ½Σω²q², with the sums over modes. ∎

**Lemma 2: one step is a rotation when a < 2**

Proof. Put the first line into the second:

q′ = q + hp − (h²ω²/2)q = (1 − a²/2)q + hp.

Then put p_½ and this q′ into the third:

p′ = p − (h/2)ω²q − (h/2)ω²[(1 − a²/2)q + hp]
 = (1 − a²/2)p − (hω²/2)(2 − a²/2)q
 = (1 − a²/2)p − hω²r q.

For 0 < a < 2, the number 1 − a²/2 lies between −1 and 1, so it is the cosine of an angle α between 0 and π. From

2 sin²(α/2) = 1 − cos α = a²/2

it follows that sin(α/2) = a/2. The positive root is right because α/2 lies between 0 and π/2. Hence

α = 2 arcsin(a/2),
sin α = 2 sin(α/2) cos(α/2) = a√r.

Now use the scaled coordinate Q = ω√r q. In the equation for q′ the momentum term becomes ω√r h p = a√r p = sin α p. In the equation for p′ the coordinate term becomes −hω²r q = −a√r Q = −sin α Q. The step is therefore

Q′ = Q cos α + p sin α
p′ = −Q sin α + p cos α,

a rotation through the angle α in the plane of Q and p. ∎

**Proof of (i)**

After n steps the rotation angle is nα, so

q_n = q_0 cos(nα) + [p_0/(ω√r)] sin(nα).

The samples are taken at times t = nh. Writing nα = Ωt gives Ω = α/h, which is the stated formula.

Samples alone do not fix a frequency uniquely, since adding 2π to α changes none of them. The chosen Ω is the one that tends to ω as h → 0. It exceeds ω because the derivative of arcsin s is 1/√(1 − s²), which is greater than 1 for 0 < s < 1; integration from zero gives arcsin s > s. Expanding the derivative and integrating term by term gives

arcsin s = s + s³/6 + 3s⁵/40 + …

With s = a/2,

Ω/ω = (arcsin s)/s = 1 + a²/24 + 3a⁴/640 + …

Halving a small time step thus divides the relative frequency error by about four. At the other end, as a → 2, arcsin(a/2) → π/2 and Ω/ω → π/2. The mode then changes sign at nearly every step. ∎

**Proof of (ii)**

If a < 2, a rotation keeps Q² + p² fixed, and r > 0 makes q bounded as well.

If a = 2, then r = 0 and 1 − a²/2 = −1. The step is q′ = −q + hp, p′ = −p. Repeating it gives

q_n = (−1)ⁿ(q_0 − nhp_0),  p_n = (−1)ⁿp_0.

To check this, apply one more step: −q_n + hp_n = (−1)ⁿ⁺¹[q_0 − (n + 1)hp_0]. The displacement grows linearly unless p_0 = 0, so the equality case is excluded from the stable range.

If a > 2, the matrix of the step has trace 2 − a² and determinant

(1 − a²/2)² + a²(1 − a²/4) = 1 − a² + a⁴/4 + a² − a⁴/4 = 1.

Its eigenvalues therefore have product 1 and a sum below −2. They are −e^μ and −e^(−μ), with μ > 0 and

2 cosh μ = a² − 2.

Since 1 + cosh μ = 2 cosh²(μ/2), this becomes cosh(μ/2) = a/2, or

μ = 2 arccosh(a/2).

Every start with a component along the first eigenvector grows as e^(μn). One unstable mode is enough to spoil the run, so the condition for the crystal is h < 2/ω_max. ∎

**Proof of (iii)**

For a < 2 the rotation conserves half the squared radius,

½(p² + Q²) = ½p² + ½ω²r q².

The last expression is conserved for any a, as direct substitution shows. With c = 1 − a²/2 and k = ω²r, the step reads q′ = cq + hp, p′ = cp − hkq, and

p′² + kq′² = (c² + h²k)(p² + kq²),

because the cross terms −2chk qp and +2chk qp cancel. The bracket c² + h²k is the determinant, equal to 1.

Sum over modes and insert r = 1 − ω²h²/4:

E_s = K + U − (h²/8) Σ_j ω_j⁴q_j².

By the force formula in Lemma 1 and orthonormality, Σ_j ω_j⁴q_j² = Σ_i F_i²/m_i. This gives the stated form, which can be evaluated without finding the modes. ∎

**Remark: what the ordinary energy does**

For one mode with a < 2, the ordinary energy E = ½p² + ½ω²q² differs from the conserved one by

E − E_s = ½ω²q²(1 − r) ≥ 0.

Since ½ω²r q² ≤ E_s, the difference is at most E_s(1 − r)/r. Therefore

E_s ≤ E ≤ E_s/r.

The ordinary energy oscillates inside a fixed band and has no drift. This holds for every a < 2, so the absence of drift in an energy record does not show that the step is short enough for accurate temperatures. Nor does a short record prove stability: an unstable mode that starts with almost no amplitude becomes visible only after it has grown.

**Remark: the shadow Hamiltonian**

Any multiple of E_s is conserved too. For 0 < a < 2, a suitable multiple has a further property: used as a Hamiltonian, its continuous motion passes through the Verlet points at the right times. Let H_s = gE_s for one mode. Hamilton's equations are

dq/dt = gp,  dp/dt = −gω²r q.

In terms of Q and p this is a rotation at the rate gω√r. Turning through α during h reaches the next Verlet point. Extra full turns would reach it too, but then g would not tend to 1 as h → 0. The choice without them has ga√r = α and

g = arcsin(a/2)/[(a/2)√r].

The simulation follows a modified oscillator exactly, one that is close to the intended oscillator when a is small. Relative to the intended oscillator, amplitude and energy errors stay bounded, while the phase error is (Ω − ω)t plus a bounded part, and so keeps growing with time. Because g depends on the mode, H_s for the crystal is the sum of gE_s over modes, not one common factor times the total.

**Proof of (iv)**

Let R² = 2E_s for the mode. The rotation gives

p_n = R cos(nα + φ),  Q_n = R sin(nα + φ).

The squares are R²/2 plus or minus (R²/2) cos(2nα + 2φ). The sum of the oscillating cosine over N steps is a geometric series, whose size is at most

2/|1 − e^(2iα)| = 1/sin α.

Since 0 < α < π, this is finite, and its contribution to the average vanishes as 1/N. Thus

⟨p²⟩ = E_s,  ⟨Q²⟩ = E_s,  ω²⟨q²⟩ = E_s/r.

Here T_kin = ⟨p²⟩ and T_conf = ω²⟨q²⟩, so their ratio is r. ∎

The reason is visible in E_s: the conserved quantity weights q² with the softened constant ω²r instead of ω². This fixes the shape of the orbit in the plane of q and p, not the rate at which it is traversed; that rate is gω√r = Ω, which exceeds ω. The mode shares E_s equally between its kinetic part and this softened potential part. The true potential energy, computed with the unreduced spring, then comes out larger.

**Corollary 1: half-step velocities**

The velocity between two positions is p_½ = (q_(n+1) − q_n)/h. From the sinusoid for Q,

Q_(n+1) − Q_n = 2R sin(α/2) cos(nα + α/2 + φ)
 = Ra cos(nα + α/2 + φ).

Division by hω√r = a√r gives p_½ = (R/√r) cos(nα + α/2 + φ), whose mean square is E_s/r. The half-step kinetic temperature therefore equals the configurational temperature. The mismatch in (iv) appears only when the velocities are taken at full steps. Agreement of the half-step and configurational temperatures does not mean that either equals the temperature aimed at, as the next two corollaries show.

**Corollary 2: a canonical start followed by free motion**

Suppose the initial values are drawn from the correct classical distribution at temperature T, so that ⟨p_0²⟩ = ω²⟨q_0²⟩ = T. The mean shadow energy is

⟨E_s⟩ = ½T + ½rT = T(1 − a²/8).

It is conserved, so averaging over starts and over time gives

T_kin = T(1 − a²/8),
T_conf = T(1 − a²/8)/r.

The first is too low, and the second is too high, because 1 − a²/8 > 1 − a²/4. For small a their mean is nearly right. Since (1 + r)/2 = 1 − a²/8,

(T_kin + T_conf)/2 = T(1 − a²/8)²/r = T[1 + a⁴/(64r)].

The last step uses (1 − a²/8)² = r + a⁴/64. For small a the total energy hides an imbalance that is of lower order in a.

**Corollary 3: a thermostat acting on full-step momenta**

Before and after each Verlet step, let the momentum be partly refreshed:

p → κp + √((1 − κ²)T) ξ,  0 ≤ κ < 1,

where each ξ is an independent Gaussian number of zero mean and unit variance. Then the stationary state has

T_kin = T,  T_conf = T/r.

Proof. Take Q and p uncorrelated, each with variance T. The refresh leaves the variance of p at κ²T + (1 − κ²)T = T and creates no correlation. The rotation leaves equal, uncorrelated variances unchanged. So this covariance is stationary.

Other initial covariances approach it. Their deviation is carried by the noise-free map: shrink p by κ, rotate, shrink p again. This map never lengthens a vector. To keep its length, a vector must have p = 0 before the rotation and p = 0 after it, which is impossible because sin α ≠ 0. Every nonzero vector is thus shortened. The largest ratio of new to old length is below 1, and the deviation dies out. Finally, ω²⟨q²⟩ = ⟨Q²⟩/r = T/r. ∎

Here the thermometer reads the target value, yet each mode explores displacements that belong to a higher temperature T/r, which differs from mode to mode and is largest for the stiffest one. With this thermostat, a correct full-step kinetic temperature does not certify the step.

**Worked example: a diatomic chain**

Take a periodic chain of 8 cells with alternating masses of 20 and 60 u, joined by springs of constant k = 10 eV/Å². These are round model parameters. At each wave number the two squared frequencies add up to the trace of a 2 × 2 matrix,

2k(1/m_1 + 1/m_2),

and neither is negative, so no squared frequency exceeds this sum. At zero wave number the acoustic one is zero, and the optical mode reaches the bound. Its energy quantum, used here as a measure of frequency, is ħω = 0.074656 eV.

With h = 4 fs and ħ = 0.658212 eV fs,

a = 0.074656 × 4/0.658212 = 0.4537,
h_max = 2 × 0.658212/0.074656 = 17.63 fs.

The shifted frequency is

ħΩ = (2 × 0.658212/4) arcsin(0.4537/2) = 0.07531 eV,

higher by 0.88 %. The leading estimate a²/24 gives 0.86 %. The frequency read from the zero crossings of a simulated trajectory agrees with the arcsin formula to all printed digits.

The temperature ratio of this mode is r = 1 − 0.4537²/4 = 0.9485, a deficit of 5.1 %. For small a, this deficit a²/4 is six times the relative frequency shift a²/24, so an accurate frequency can coexist with a visibly wrong temperature ratio. To hold the deficit to 1 % requires a = 0.2, hence h = 0.2 × 0.658212/0.074656 ≈ 1.8 fs, about a tenth of the stability limit.

Now release the mode from rest with the light atoms displaced by 0.03 Å. The heavy atoms, three times as massive, move 0.01 Å the other way to keep the centre of mass fixed. All 16 springs change length by 0.04 Å, so

E_0 = 16 × ½ × 10 × 0.04² = 0.128 eV.

At the start p = 0 and E_s = rE_0. The ordinary energy should therefore dip to 0.9485 × 0.128 = 0.1214 eV, as the trajectory shows. Twice the mean kinetic energy is 0.9485 E_0. If the same mode is started by a velocity kick at q = 0, then E_s = E_0 and twice the mean kinetic energy equals E_0. The kinetic energy is then unbiased relative to the initial energy, but the mean potential energy is too high by the factor 1/r. This is why (iv) concerns a ratio.

In a run with many modes excited, the ordinary energy varied by 2.2 % of its mean from lowest to highest value. The shadow energy varied by a relative 3 × 10⁻¹⁵, the level of rounding error.

For a canonical start at T = 0.025 eV (290.1 K), Corollary 2 must be averaged over the 15 vibrational modes. The sum of all ω² is eight times the optical value, one such sum for each wave number. Hence

T_kin = 0.025 × [1 − (8/15) × 0.4537²/8] = 0.02466 eV,

or 286.1 K. The simulated configurational temperature is 0.02536 eV, or 294.3 K, and the half-step kinetic temperature agrees with it. An 8 K gap thus opens between two thermometers applied to the same run, although the stiffest mode is sampled about 14 times per period (2π/a). With the thermostat of Corollary 3, the highest mode has T_kin = 0.0250 eV and T_conf = 0.0250/0.9485 = 0.0264 eV.

The highest quantum, 0.0747 eV, is about three times T. A quantum treatment would not give this mode the classical thermal energy; the temperatures above test the integration of the classical model.

**Remark: close to the limit**

Stability is a much weaker demand than accuracy. At h = 16 fs the optical mode is stable, but its frequency is 0.0935 eV, 25 % too high, and r has fallen to 0.18. At 0.999 of the limiting step, r = 1 − 0.999² ≈ 0.002. A kick p_0 then produces the amplitude p_0/(ω√r), about 22 times the correct p_0/ω, though the motion remains bounded. At 1.001 of the limit the growth exponent is

μ = 2 arccosh(1.001) = 0.0894 per step,

so the displacement grows by a factor e about every 11 steps. The simulated growth rate has the same value.

**Remark: where the argument stops**

Lemma 1 needs forces linear in the displacements. With anharmonic forces the modes exchange energy, and the proofs no longer establish the frequency formula, the sharp limit or the exact conservation of this E_s. The results can then be expected to hold only approximately, for small vibrations about equilibrium. The step must also stay fixed: r depends on h, so a change of step changes the conserved quantity itself. The numerical output following this text gives the values for the other time steps.

Numbers as computed

```
cells: 8; vibrational modes: 15
masses: 20 and 60 u
spring constant: 10.0 eV/angstrom^2
time step: 4.0 fs; steps in long runs: 20000
hbar: 0.658212 eV fs
lowest hbar*omega: 0.012550 eV
highest hbar*omega: 0.074656 eV
a = omega*dt, highest mode: 0.453691
largest stable step: 17.6332 fs
hbar*Omega, arcsin formula: 0.075312 eV
hbar*Omega, zero crossings: 0.075312 eV
relative shift: 0.8781 %
leading estimate a^2/24: 0.8576 %
1 - a^2/4, highest mode: 0.948541
shadow Hamiltonian factor g: 1.035783
light-atom amplitude: 0.030 angstrom
released mode, initial energy: 0.128000 eV
released mode, lowest energy: 0.121413 eV
released: 2<K>/initial energy: 0.94854
kicked: 2<K>/initial energy: 1.00000
released: <K>/<U>: 0.94854
mixed run, relative energy spread: 0.0221
mixed run, relative shadow spread: 3.2e-15
late/early peak at 0.999 of limit: 1.0000
growth per step at 1.001 of limit, run: 0.089435
growth per step, formula: 0.089435
canonical start kT: 0.025000 eV = 290.11 K
free-run kinetic kT: 0.024657 eV = 286.13 K
kinetic kT, formula: 0.024657 eV
free-run config. kT: 0.025358 eV = 294.27 K
config. kT, formula: 0.025358 eV
half-step kinetic kT: 0.025358 eV
thermostat, highest mode, kinetic kT: 0.025000 eV
thermostat, highest mode, config. kT: 0.026356 eV
highest mode: dt (fs), a, hbar*Omega (eV), 1-a^2/4
  1.0 0.1134 0.074696 0.9968
  2.0 0.2268 0.074817 0.9871
  4.0 0.4537 0.075312 0.9485
  8.0 0.9074 0.077488 0.7942
 16.0 1.8148 0.093549 0.1767
```
